# At What Temperature Does an Adatom Hop Once per Second?

**Question.** An atom lies on a crystal surface and must cross an energy barrier $E$ to reach the next site. Its hop rate has a prefactor of $10^{13}$ per second. How warm must the surface be for the adatom to hop once per second, how does that temperature scale with the barrier, and how far can the estimate be trusted?

**Answer.** The temperature is proportional to the barrier, with a coefficient of 388 K/eV, or roughly 390 K per eV. A barrier of 0.50 eV gives about 194 K. The prefactor enters through a logarithm, so an error of a factor of ten in it moves the temperature by 7 to 8%. An error in the barrier passes to the temperature in full proportion.

## From the rate to the temperature

Let $\Gamma$ be the total rate at which an isolated adatom leaves its site, summed over all directions, and let $\nu$ be the prefactor of this total rate. With $k$ the Boltzmann constant and $T$ the surface temperature,

$$\Gamma=\nu\,e^{-E/kT}.$$

One kind of hop is assumed to dominate, and $E$ and $\nu$ are taken as independent of temperature. Set $\Gamma$ equal to a target rate $\Gamma_1$ and call the temperature $T_1$. Dividing by $\nu$ and taking the logarithm gives

$$-\frac{E}{kT_1}=\ln\frac{\Gamma_1}{\nu}
\quad\Longrightarrow\quad
\frac{E}{kT_1}=L,\qquad L=\ln\frac{\nu}{\Gamma_1},$$

and therefore

$$T_1=\frac{E}{kL}.$$

For $\nu=10^{13}$ per second and $\Gamma_1=1$ per second, $L=13\ln 10=29.934$. Since $1/k=11604.5$ K/eV,

$$\frac{T_1}{E}=\frac{11604.5\ \text{K/eV}}{29.934}=387.7\ \text{K/eV}.$$

The barrier is thus about thirty times the thermal energy at $T_1$, whatever the barrier is. The rule also works backwards: at 300 K, one hop per second corresponds to a barrier of $300/387.7=0.77$ eV. With the same prefactor, adatoms with lower barriers hop more often than that, and those with higher barriers less often.

The meaning of the prefactor has to be stated. If $10^{13}$ per second belonged to each of four equivalent directions, the total prefactor would be $4\times10^{13}$ per second and the coefficient 370.5 K/eV.

## Where the rate law and its prefactor come from

Consider an adatom of mass $m$ on a square lattice of sites a distance $a$ apart, in the model landscape

$$V(x,y)=V_1(x)+V_1(y),\qquad V_1(x)=\frac E2\left(1-\cos\frac{2\pi x}{a}\right).$$

The site is at the origin, where $V=0$. The saddle towards the next site is at $x=a/2$, $y=0$, where $V=E$. The cell belonging to the site is the square $|x|,|y|<a/2$.

Suppose that the adatom is in thermal equilibrium within its cell and moves classically, and count every outward crossing of an edge as a hop. The probability density of its position is $e^{-V/kT}$ divided by the integral of this factor over the cell. The outward velocity, averaged with inward velocities counted as zero, is

$$\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}\,dv
=\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
=\sqrt{\frac{kT}{2\pi m}}.$$

The flux through one edge is this velocity times the density integrated along the edge. The four edges are equivalent, so

$$\Gamma=4\sqrt{\frac{kT}{2\pi m}}\;
\frac{\int_{-a/2}^{a/2}e^{-V(a/2,y)/kT}\,dy}
{\int_{-a/2}^{a/2}\int_{-a/2}^{a/2}e^{-V(x,y)/kT}\,dx\,dy}.$$

On the edge $V(a/2,y)=E+V_1(y)$. The integral over $y$ in the numerator then equals the one in the denominator, and the two cancel:

$$\Gamma=4\sqrt{\frac{kT}{2\pi m}}\;
\frac{e^{-E/kT}}{\int_{-a/2}^{a/2}e^{-V_1(x)/kT}\,dx}.$$

When $E\gg kT$ the remaining integral comes from the bottom of the well. There $1-\cos\theta\approx\theta^2/2$ with $\theta=2\pi x/a$, so

$$V_1\approx\frac{\pi^2E}{a^2}x^2=\frac12m\omega^2x^2,
\qquad \omega=\frac{2\pi}{a}\sqrt{\frac{E}{2m}}.$$

The Gaussian integral is $\sqrt{2\pi kT/m\omega^2}$. Inserting it gives

$$\Gamma=4\sqrt{\frac{kT}{2\pi m}}\sqrt{\frac{m\omega^2}{2\pi kT}}\;e^{-E/kT}
=4\nu_0\,e^{-E/kT},\qquad
\nu_0=\frac{\omega}{2\pi}=\frac1a\sqrt{\frac{E}{2m}}.$$

The temperature has dropped out of the prefactor, because the mean velocity and the width of the thermal distribution in the well both grow as $\sqrt T$. The prefactor is the vibration frequency of the adatom times the number of directions.

For a copper atom with $E=0.50$ eV and $a=0.256$ nm, $\nu_0=2.41\times10^{12}$ per second and $4\nu_0=9.6\times10^{12}$ per second. The round value of $10^{13}$ per second is therefore a natural one for a metal atom in this model. The close match should not be read as a property of real copper. The landscape is rigid and leaves out the vertical vibration and the vibrations of the substrate, and these can change the prefactor by a factor of two or three. A total prefactor of $2.5\times10^{13}$ per second would lower the coefficient to 376 K/eV.

In this landscape the prefactor grows as $\sqrt E$, so the coefficient is not quite constant. Solving the flux integral numerically for one hop per second, with copper's mass and hop length held fixed, gives 391.6 K/eV for a barrier of 0.3 eV and 381.3 K/eV for 1.5 eV. The size of this drift follows from the logarithm. A barrier five times higher raises the prefactor by $\sqrt5$, which adds $\ln\sqrt5=0.80$ to an $L$ of about 30, a change of 2.7%. "Roughly 390" covers the whole range.

## What "once per second" means

Before it hops, the adatom vibrates in its well some $10^{12}$ times at $T_1$. It is taken to lose all memory of its arrival during that time, so the chance of a hop in the next short interval $dt$ is $\Gamma\,dt$, however long it has waited. The probability $P(t)$ that it has not yet hopped obeys

$$\frac{dP}{dt}=-\Gamma P,\qquad P(0)=1
\quad\Longrightarrow\quad P(t)=e^{-\Gamma t}.$$

The first hop falls between $t$ and $t+dt$ with probability $\Gamma e^{-\Gamma t}dt$, and the mean wait is

$$\int_0^\infty t\,\Gamma e^{-\Gamma t}\,dt=\frac1\Gamma.$$

At $T_1$ the mean wait is one second, but a fraction $e^{-1}=0.37$ of the adatoms is still in place after that time.

The spreading of the adatoms follows from the same rate. If every hop ends in a neighbouring site and the directions of successive hops are independent, the cross terms in the squared displacement average to zero, and each hop contributes $a^2$. After a time $t$ the mean number of hops is $\Gamma t$, so

$$\langle R^2\rangle=\Gamma a^2t.$$

For a density $n$ that obeys the diffusion equation $\partial n/\partial t=D\nabla^2n$ in two dimensions, two integrations by parts give

$$\frac{d\langle R^2\rangle}{dt}=D\int R^2\,\nabla^2n\,d^2R
=D\int n\,\nabla^2R^2\,d^2R=4D,$$

because $\nabla^2(x^2+y^2)=4$ and $n$ is normalized to one. Comparison gives $D=\Gamma a^2/4$. This needs the substrate to drain energy fast enough to catch the adatom in the next well, and the model landscape contains no such damping. With a damping rate of about a hundredth of $\omega$ or less, many crossings become long jumps over several sites and $D$ exceeds this value by a factor of two or more. With a damping rate above $\omega$, recrossings lower it.

## How sharp the onset is

From $\ln\Gamma=\ln\nu-E/kT$,

$$\frac{d\ln\Gamma}{d\ln T}=\frac{E}{kT},$$

which equals $L\approx30$ at $T_1$. Near this temperature the rate behaves locally like the thirtieth power of $T$. For a finite change, dividing the rate at $T$ by the rate at $T_1$ gives

$$\frac{\Gamma(T)}{\Gamma(T_1)}=\exp\left[L\left(1-\frac{T_1}{T}\right)\right].$$

At $T=1.1\,T_1$ the exponent is $29.93\times0.0909=2.72$, and the rate is 15 times higher. At $T=0.9\,T_1$ the exponent is $-3.33$, and the rate falls to 0.036 of its value, about 28 times lower. On a time scale of seconds, $T_1$ thus separates adatoms that are nearly frozen in place from adatoms that move freely, within a band of some 10% on either side.

The choice of one second matters little for the same reason. The temperature depends on the ratio $\nu/\Gamma_1$, so asking for ten hops per second has the same effect as lowering the prefactor to $10^{12}$ per second: the coefficient becomes 420 K/eV. One hop in ten seconds gives 360 K/eV.

## A copper adatom on Cu(100)

Take $E=0.50$ eV and $a=0.256$ nm, rough typical values for copper on its own (100) surface. The rule gives

$$T_1=0.50\ \text{eV}\times387.7\ \text{K/eV}=193.8\ \text{K}.$$

The thermal energy there is 16.7 meV. The flux integral, which uses the landscape's own prefactor, gives 194.1 K.

The diffusion coefficient at $T_1$ is

$$D=\frac{(2.56\times10^{-8}\ \text{cm})^2\times1\ \text{s}^{-1}}{4}
=1.64\times10^{-16}\ \text{cm}^2/\text{s}.$$

In one minute the root-mean-square displacement is $\sqrt{60}=7.7$ hop lengths, or 2.0 nm.

At 300 K the exponent is $0.50\times11604.5/300=19.34$, and

$$\Gamma=10^{13}\ \text{s}^{-1}\times e^{-19.34}=4.0\times10^4\ \text{s}^{-1}.$$

The mean wait has shrunk to 25 microseconds. For an adatom that met no obstacle, the root-mean-square displacement in one second would be $\sqrt{4.0\times10^4}=200$ hop lengths, about 51 nm.

For growth, the hop rate has to be compared with the arrival of new atoms. Let $F=0.01$ atoms arrive per site per second, a round value. In the mean time $1/F$ between two arrivals at a given site, an isolated adatom makes $\Gamma/F$ hops: 100 at $T_1$ and four million at 300 K. A full monolayer arrives in the time $1/F$, so at either temperature an adatom meets another atom or an island long before it has made $\Gamma/F$ hops. Both numbers measure mobility relative to the flux, and neither describes an actual path.

## How errors in the input move the temperature

Suppose that the true rate is $c$ times the assumed one, at every temperature. Then $L$ becomes $L+\ln c$, and the new temperature $T_1'$ satisfies

$$\frac{T_1'}{T_1}=\frac{L}{L+\ln c}.$$

For small $|\ln c|/L$ the relative change is $-\ln c/L$. A tenfold larger prefactor lowers $T_1$ in the copper example by 13.8 K, and a tenfold smaller one raises it by 16.2 K. Doubling the rate shifts $T_1$ by $-4.4$ K, and halving it by $+4.6$ K.

The barrier has no logarithm to soften it. At a fixed prefactor $\delta T_1/T_1=\delta E/E$, so an error of 0.05 eV moves the temperature by $387.7\times0.05=19.4$ K, or 10%. For this adatom, an uncertainty of 0.05 eV in the barrier therefore matters slightly more than a decade in the prefactor.

## What the classical harmonic estimate leaves out

**Shape of the well.** The next term of the cosine makes the well wider than a parabola. With $u=E/2kT$,

$$\frac{V_1}{kT}=u(1-\cos\theta)\approx\frac{u\theta^2}{2}-\frac{u\theta^4}{24}.$$

To first order, the well integral is multiplied by $1+u\langle\theta^4\rangle/24$, where the average is over the Gaussian with $\langle\theta^2\rangle=1/u$. Since $\langle\theta^4\rangle=3/u^2$, the factor is $1+1/(8u)=1+kT/(4E)$. The integral stands in the denominator of $\Gamma$, so the rate is lowered by the fraction $kT/(4E)$. At $T_1$ this is $1/(4\times29.93)=0.8\%$. The full flux integral gives a factor of 0.9914, in agreement, and the shift of $T_1$ is $+0.06$ K.

**Quantum motion.** Let $z=\hbar\omega/kT$. The classical partition function of the oscillator in the well is $1/z$. The quantum one is

$$\sum_{n=0}^\infty e^{-(n+1/2)z}=\frac{1}{2\sinh(z/2)}.$$

The partition function of the well stands in the denominator of the rate, so this change multiplies the rate by $2\sinh(z/2)/z$. Physically, the zero-point energy lifts the adatom towards the barrier top.

The barrier has the same curvature as the well, with opposite sign. An inverted parabola transmits a particle of energy $\varepsilon$, measured from the top, with probability $1/(1+e^{-2\pi\varepsilon/\hbar\omega})$, a standard solution of the Schrödinger equation. The classical probability is a step at $\varepsilon=0$, whose thermal average in the same units is 1. With $y=\varepsilon/kT$ and then $s=e^{-2\pi y/z}$, the tunnelling factor is

$$\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/z}}
=\frac{z}{2\pi}\int_0^\infty\frac{s^{z/2\pi-1}}{1+s}\,ds
=\frac{z/2}{\sin(z/2)}.$$

The last step uses the standard integral $\int_0^\infty s^{p-1}/(1+s)\,ds=\pi/\sin\pi p$, valid for $0<p<1$, so $z$ must be below $2\pi$. Motion along the edge has the same frequencies at the well and at the saddle in this landscape, so its quantum factors cancel. The product of the two factors is

$$\frac{\sinh(z/2)}{\sin(z/2)}\approx1+\frac{z^2}{12}\qquad(z\ll1).$$

For copper at $T_1$, $z=0.596$. Summing the levels and integrating the transmission numerically gives 1.015 for each factor and 1.030 for the product. The rate rises by 3%, and $T_1$ falls by 0.19 K. These are values for the rigid landscape. On a surface whose atoms vibrate, and where the transverse frequencies differ between well and saddle, the correction can be two or three times larger, which still moves $T_1$ by less than 1 K.

This correction grows for light atoms and low barriers. In the model $\omega\propto\sqrt{E/m}/a$ while $T_1\propto E$ at a fixed coefficient, so at the one-hop temperature $z\propto1/(a\sqrt{mE})$. For a copper-like adatom with a barrier of 0.05 eV, $T_1$ is about 19 K and $z=0.596\sqrt{10}=1.9$. The quantum factor is then about 1.3, which still moves $T_1$ by only about 1%. For hydrogen with copper's barrier and hop length, $z$ at 194 K would be about 4.7. The correction is then no longer small, and the classical rule is not a safe guide.

## The real surface

For Cu(100) the 0.50 eV used here is a round input and not a measured barrier, and it may be off by more than 0.05 eV. An error of 0.05 eV in it would shift $T_1$ by 19 K, far more than the anharmonic and quantum corrections and slightly more than a tenfold error in the prefactor. Three assumptions deserve attention.

- **One mechanism.** An adatom may also push a surface atom out and take its place. If this exchange had the same barrier and prefactor as hopping, the total rate would double and $T_1$ would fall by 4.4 K. If its barrier were lower by 0.05 eV with the same prefactor, exchange would dominate and $T_1$ would fall by about 19 K or slightly more.
- **No recrossing.** An adatom that crosses the edge and returns at once has been counted as having hopped. If half of the counted crossings failed in this way, $T_1$ would rise by 4.6 K.
- **Isolation.** Steps, islands and other adatoms can bind an adatom. Each additional 0.1 eV needed to escape raises the one-hop temperature by 39 K, twice the shift from an error of 0.05 eV in the barrier. The value of 194 K therefore applies to a lone adatom on a flat terrace and not to the rearrangement of a whole growing film.

The numerical output below lists the main values used here.

## Numbers as computed

```
THE RULE
prefactor of total rate: 1e+13 1/s
ln(prefactor / 1 per s): 29.934
1/k: 11604.5 K/eV
one-hop temperature per barrier: 387.7 K/eV
same, prefactor 1e+12 1/s: 420.0 K/eV
same, prefactor 1e+14 1/s: 360.0 K/eV
same, 1e13 1/s in each of 4 directions: 370.5 K/eV
LANDSCAPE, FLUX INTEGRAL (copper mass and hop length)
barrier 0.3 eV: 391.6 K/eV
barrier 0.5 eV: 388.3 K/eV
barrier 1.0 eV: 383.8 K/eV
barrier 1.5 eV: 381.3 K/eV
EXAMPLE: COPPER ADATOM ON Cu(100), ROUGH VALUES
barrier: 0.50 eV
hop length: 0.256 nm
atomic mass: 63.55 u
well frequency: 2.41e+12 1/s
landscape prefactor, 4 directions: 9.63e+12 1/s
one-hop temperature from the rule: 193.8 K
one-hop temperature from the flux: 194.1 K
kT at one-hop temperature: 16.70 meV
barrier/kT there: 29.93
fraction not yet hopped after 1 s: 0.368
mean square displacement in 1 s: 1.0000 hop lengths^2
diffusion coefficient there: 1.64e-16 cm2/s
rate factor, 10% warmer: 15.2
rate factor, 10% cooler: 0.0359
hop rate at 300 K: 3.98e+04 1/s
NEGLECTED EFFECTS AND UNCERTAINTIES
hbar*omega/kT: 0.596
well (zero-point) rate factor: 1.0149
tunnelling rate factor: 1.0149
combined quantum rate factor: 1.0300
anharmonic rate factor: 0.9914
shift from quantum motion: -0.19 K
shift from anharmonicity: +0.06 K
shift if rate is doubled: -4.4 K
shift if rate is halved: +4.6 K
shift if prefactor is 10 times larger: -13.8 K
shift if prefactor is 10 times smaller: +16.2 K
shift if barrier is 0.05 eV higher: +19.4 K
```
